**Bias-corrected roughness exponent of a domain wall**

The program tests a fit of the roughness exponent $\zeta$ in $B(r)=\beta(r/r_0)^{2\zeta}$, where $B$ is the mean-square displacement difference at distance $r$ and $\beta=B(r_0)$. The mean of each detrended image statistic is $-\tfrac12\sum_d g(d)V(d)$, where $V$ is the variogram after averaging, noise and rounding, and $g$ contains the diagonal sums of the statistic's matrix. Assertions compare the averaging formula with quadrature, the rounding formula with explicit rounding, and the predicted means and variances with directly processed synthetic images. Others test tilt removal, the width removed by a fitted line, spectral leakage, and the bias, scatter and misfit of the corrected fits. For a true exponent of 0.667, straight-line fits average 0.468 from correlations and 0.618 from structure factors over 100 data sets. The corrected joint fit averages 0.669, with a scatter of 0.023 per set of 20 walls. Among the printed model errors, an averaging length 25% larger than assumed gives the largest shift of the joint estimate, 0.021.

## Numerical check

```python
"""
Roughness exponent of a domain wall from finite, pixelated, detrended images.

Result under test: for a wall u(x) with variogram
    B(r) = <[u(x+r)-u(x)]^2> = beta*(r/r0)^(2*zeta),
the mean of every quadratic statistic of a line-detrended image equals
    -1/2 * sum_d g(d) V(d),
where g(d) are diagonal sums of the statistic's matrix and V is the variogram
of the image after averaging, noise and rounding. Fitting these means gives
zeta without the biases of straight-line log-log fits.

Symbols: N pixels of spacing a along the wall; w averaging length along the
wall; b transverse rounding step; sigma localisation noise; tilt mean slope.
Lengths are in nm, displacement correlations in nm^2, structure factors in nm^3.
"""
import numpy as np
from scipy.integrate import quad
from scipy.optimize import least_squares
from scipy.special import gamma, expit, logit
from scipy.constants import k as k_boltzmann

rng = np.random.default_rng(7)
N, a, w, b = 256, 5.0, 10.0, 5.0
r0, beta_true, zeta_true, sigma_true = 100.0, 100.0, 2.0 / 3.0, 1.0
tilt_true, walls_per_set, n_sets = 0.05, 20, 100
pixels = np.arange(N)
r = a * pixels
truth = np.array([beta_true, zeta_true, sigma_true])
lags = np.array([1, 2, 3, 4, 6, 8, 12, 16, 24, 32, 48, 64, 96])
edges = np.array([1, 2, 3, 4, 6, 8, 12, 16, 24, 32, 48, 64, 96, 128])
bands = [np.arange(lo, hi) for lo, hi in zip(edges[:-1], edges[1:])]
hann = np.sin(np.pi * (pixels + 0.5) / N) ** 2
harmonics = np.arange(1, 13)[:, None]


def wall_variogram(dist, beta, zeta, width):
    """Variogram of the wall averaged over a box of the given width."""
    amp = beta / r0 ** (2 * zeta)
    if width == 0:
        return amp * dist ** (2 * zeta)
    p = 2 * zeta + 2
    second = (np.abs(dist + width) ** p - 2 * np.abs(dist) ** p
              + np.abs(dist - width) ** p) / width ** 2
    return amp * (second - 2 * width ** (p - 2)) / (p * (p - 1))


def rounded(D, step, mean_shift):
    """Mean-square rounded difference, without the term mean_shift^2."""
    phase = np.cos(2 * np.pi * harmonics * mean_shift / step)
    decay = np.exp(-2 * np.pi ** 2 * harmonics ** 2 * D / step ** 2)
    series = np.sum(phase * decay / harmonics ** 2, axis=0)
    return D + step ** 2 / 6 - step ** 2 / np.pi ** 2 * series


def image_variogram(theta, width=w, step=b, tilt=0.0, plateau=None):
    beta, zeta, sigma = theta
    D = wall_variogram(r, beta, zeta, width)
    if plateau is not None:
        D = plateau * (1 - np.exp(-D / plateau))
    D = D + 2 * sigma ** 2
    V = rounded(D, step, tilt * r) if step > 0 else D.copy()
    V[0] = 0.0
    return V


def projector(degree):
    basis, _ = np.linalg.qr(np.vander(np.linspace(-1, 1, N), degree + 1))
    return np.eye(N) - basis @ basis.T


def displacement_form(P, lag):
    rows = P[lag:] - P[:-lag]
    return rows.T @ rows / (N - lag)


def spectral_form(P, taper, modes):
    waves = taper * np.exp(-2j * np.pi * np.outer(modes, pixels) / N)
    rows = waves @ P
    return np.real(rows.conj().T @ rows) * a / np.sum(taper ** 2) / len(modes)


def diagonal_sums(forms):
    return np.stack([np.trace(forms, offset=d, axis1=1, axis2=2)
                     * (1 if d == 0 else 2) for d in range(N)], axis=1)


P0, P1 = projector(0), projector(1)
forms = np.array([displacement_form(P1, m) for m in lags]
                 + [spectral_form(P1, hann, m) for m in bands])
kernel = diagonal_sums(forms)
nB, nT = len(lags), len(forms)
choices = {"correlation": np.arange(nB), "structure factor": np.arange(nB, nT),
           "joint": np.arange(nT)}


def expected(theta, **options):
    return -0.5 * kernel @ image_variogram(theta, **options)


def covariance(theta, tilt=0.0):
    """Gaussian covariance of the statistics of a single wall."""
    V = image_variogram(theta, tilt=tilt)
    Sigma = -0.5 * P1 @ V[np.abs(pixels[:, None] - pixels)] @ P1
    prod = forms @ Sigma
    return 2 * prod.reshape(nT, -1) @ prod.transpose(0, 2, 1).reshape(nT, -1).T


def fit(data, index, cov):
    """Weighted fit of beta, zeta, sigma; returns estimates and misfit."""
    whiten = np.linalg.inv(np.linalg.cholesky(cov[np.ix_(index, index)]))

    def natural(x):
        return np.array([np.exp(x[0]), expit(x[1]), abs(x[2])])

    def residual(x):
        return whiten @ (data - expected(natural(x)))[index]

    sol = least_squares(residual, [np.log(50.0), logit(0.5), 1.5], method="lm")
    return natural(sol.x), 2 * sol.cost


def standard_errors(theta, index, cov):
    columns = []
    for i in range(3):
        h = np.zeros(3)
        h[i] = 1e-4 * theta[i]
        columns.append((expected(theta + h) - expected(theta - h)) / (2 * h[i]))
    J = np.array(columns).T[index]
    fisher = J.T @ np.linalg.solve(cov[np.ix_(index, index)], J)
    return np.sqrt(np.diag(np.linalg.inv(fisher)))


# Synthetic walls: exact fractional Gaussian increments on a finer grid.
fine = 8
n_fine = (N + 1) * fine
j = np.arange(n_fine + 1.0)
incr = 0.5 * ((j + 1) ** (2 * zeta_true) - 2 * j ** (2 * zeta_true)
              + np.abs(j - 1) ** (2 * zeta_true))
incr *= beta_true * (a / fine / r0) ** (2 * zeta_true)
eig = np.fft.fft(np.concatenate([incr, incr[-2:0:-1]])).real
assert eig.min() > -1e-10 * eig.max()
root_eig = np.sqrt(np.maximum(eig, 0) / len(eig))


def simulate_images(count):
    half = count // 2
    z = rng.normal(size=(half, len(eig))) + 1j * rng.normal(size=(half, len(eig)))
    steps = np.fft.fft(root_eig * z, axis=1)[:, :n_fine]
    path = np.cumsum(np.concatenate([steps.real, steps.imag]), axis=1)
    total = np.concatenate([np.zeros((count, 1)), np.cumsum(path, axis=1)], axis=1)
    box = int(round(w / a * fine))
    start = pixels * fine
    y = (total[:, start + box] - total[:, start]) / box
    y = y + tilt_true * r + sigma_true * rng.normal(size=y.shape)
    return b * np.round((y + b * rng.random((count, 1))) / b)


def measure(images):
    """Statistics computed directly from detrended images."""
    slope, offset = np.polyfit(pixels, images.T, 1)
    res = images - slope[:, None] * pixels - offset[:, None]
    corr = [np.mean((res[:, m:] - res[:, :-m]) ** 2, axis=1) for m in lags]
    power = np.abs(np.fft.rfft(res * hann, axis=1)) ** 2 * a / np.sum(hann ** 2)
    return np.array(corr + [power[:, m].mean(axis=1) for m in bands]).T


# Box average against direct integration over pairs of points.
def pair_mean(dist):
    amp = beta_true / r0 ** (2 * zeta_true)
    cuts = sorted({-w, 0.0, w} | ({-dist} if dist < w else set()))
    return sum(quad(lambda s: (w - abs(s)) / w ** 2 * amp
                    * abs(dist + s) ** (2 * zeta_true), lo, hi)[0]
               for lo, hi in zip(cuts[:-1], cuts[1:]))


for dist in (5.0, 20.0, 200.0):
    direct = pair_mean(dist) - pair_mean(0.0)
    assert abs(direct / wall_variogram(dist, *truth[:2], w) - 1) < 1e-6

# Rounding formula against explicit rounding over phases and differences.
z = np.linspace(-7, 7, 801)
weight = np.exp(-z ** 2 / 2)
weight /= weight.sum()
phases = (np.arange(2000) + 0.5) / 2000 * b
for D, shift in ((0.6, 0.4), (3.0, 1.2)):
    delta = shift + np.sqrt(D) * z
    jumps = b * (np.round((phases[:, None] + delta) / b)
                 - np.round(phases / b)[:, None])
    direct = np.sum(weight * np.mean(jumps ** 2, axis=0))
    formula = rounded(np.array([D]), b, np.array([shift]))[0] + shift ** 2
    assert abs(direct / formula - 1) < 3e-3

# A tilt must drop out of all detrended statistics.
assert np.all(np.abs(kernel @ r ** 2) < 1e-8 * (np.abs(kernel) @ r ** 2))

# Fraction of the mean-square width removed by the line.
separation = np.abs(pixels[:, None] - pixels).astype(float)
for zeta in (0.3, 0.5, zeta_true):
    power_law = separation ** (2 * zeta)
    removed = 1 - np.sum(P1 * power_law) / np.sum(P0 * power_law)
    assert abs(removed - 3 * zeta / (2 + zeta)) < 0.01

# Leakage in a clean image: no averaging, noise or rounding.
clean = wall_variogram(r, beta_true, zeta_true, 0)
modes = np.arange(4, 25)
q_modes = 2 * np.pi * modes / (N * a)
leak, spectra = {}, {}
for name, P, taper in (("mean only", P0, np.ones(N)), ("line", P1, np.ones(N)),
                       ("line + Hann", P1, hann)):
    ker = diagonal_sums(np.array([spectral_form(P, taper, [m]) for m in modes]))
    spectra[name] = -0.5 * ker @ clean
    leak[name] = -(np.polyfit(np.log(q_modes), np.log(spectra[name]), 1)[0] + 1) / 2
assert leak["mean only"] < leak["line"] - 0.02 < leak["line + Hann"] - 0.04
assert abs(leak["line + Hann"] - zeta_true) < 0.04
ideal_S = (beta_true / r0 ** (2 * zeta_true) * gamma(1 + 2 * zeta_true)
           * np.sin(np.pi * zeta_true) * q_modes ** (-1 - 2 * zeta_true))
assert abs(spectra["line + Hann"][8] / ideal_S[8] - 1) < 0.03


# Straight-line estimates and the separate causes of their bias.
short = lags <= 64
band_center = np.array([m.mean() for m in bands])
middle = (edges[:-1] >= 4) & (edges[1:] <= 24)


def corr_slope(values):
    return np.polyfit(np.log(lags[short]), np.log(values[:nB][short]), 1)[0] / 2


def spec_slope(values):
    return -(np.polyfit(np.log(band_center[middle]),
                        np.log(values[nB:][middle]), 1)[0] + 1) / 2


cause = {
    "detrending": corr_slope(-0.5 * kernel @ clean),
    "averaging": corr_slope(wall_variogram(r, *truth[:2], w)[lags]),
    "noise + rounding": corr_slope(image_variogram(truth, width=0)[lags]),
    "all": corr_slope(expected(truth))}
assert cause["detrending"] < zeta_true - 0.005
assert cause["averaging"] > zeta_true + 0.005
assert cause["noise + rounding"] < zeta_true - 0.005

# One data set: weights from a rough guess, then recomputed once.
sets = [measure(simulate_images(walls_per_set)) for _ in range(n_sets)]
first = sets[0].mean(axis=0)
guess = np.array([50.0, 0.5, 1.5])
pilot, _ = fit(first, choices["joint"], covariance(guess) / walls_per_set)
cov = covariance(pilot) / walls_per_set
single = {name: fit(first, idx, cov) for name, idx in choices.items()}
errors = {name: standard_errors(pilot, idx, cov) for name, idx in choices.items()}
assert abs(single["joint"][0][1] - zeta_true) < 4 * errors["joint"][1]

# Direct image statistics against predicted means and variances.
everything = np.concatenate(sets)
mean_error = everything.std(axis=0, ddof=1) / np.sqrt(len(everything))
z_scores = (everything.mean(axis=0) - expected(truth, tilt=tilt_true)) / mean_error
assert np.max(np.abs(z_scores)) < 4.5
var_ratio = everything.var(axis=0, ddof=1) / np.diag(covariance(truth, tilt_true))
assert np.max(np.abs(var_ratio - 1)) < 0.35

# Repeated experiments: bias and scatter of the corrected estimates.
repeats, misfits = {}, []
for name, idx in choices.items():
    results = [fit(s.mean(axis=0), idx, cov) for s in sets]
    repeats[name] = np.array([res[0][1] for res in results])
    if name == "joint":
        misfits = np.array([res[1] for res in results])
    scatter = repeats[name].std(ddof=1)
    assert abs(repeats[name].mean() - zeta_true) < 0.4 * scatter
    assert abs(scatter / errors[name][1] - 1) < 0.35
assert abs(misfits.mean() / (nT - 3) - 1) < 0.30
naive_B = np.array([corr_slope(s.mean(axis=0)) for s in sets])
naive_S = np.array([spec_slope(s.mean(axis=0)) for s in sets])

# Neglected effects, expressed as shifts of the joint estimate.
def shift_of(data):
    return fit(data, choices["joint"], cov)[0][1] - zeta_true


sagitta, xi = 2.0, 3000.0
bow = 4 * sagitta * ((pixels + 0.5) / N - 0.5) ** 2
bow_power = np.einsum("i,kij,j->k", bow, forms, bow)
plateau = wall_variogram(xi, beta_true, zeta_true, 0)
shifts = {
    "tilt 0.05 in rounding": shift_of(expected(truth, tilt=tilt_true)),
    "averaging length 25% larger": shift_of(expected(truth, width=1.25 * w)),
    "bow of 2 nm": shift_of(expected(truth) + bow_power),
    "saturation length 3000 nm": shift_of(expected(truth, plateau=plateau))}
wall_energy, thickness, temperature = 0.1, 50e-9, 300.0
thermal = (k_boltzmann * temperature * r0 * 1e-9
           / (wall_energy * thickness) * 1e18)
local_slope = np.sqrt(wall_variogram(w, beta_true, zeta_true, 0)) / w

print(f"pixels {N}, spacing {a:.0f} nm, window {N*a:.0f} nm")
print(f"averaging {w:.0f} nm, rounding {b:.0f} nm, noise {sigma_true:.1f} nm")
print(f"true zeta {zeta_true:.4f}, B(100 nm) {beta_true:.0f} nm^2")
print(f"walls per set {walls_per_set}, sets {n_sets}, tilt {tilt_true:.2f}")
print(f"width^2 fraction removed by line: N=256 {removed:.4f}, "
      f"continuum {3*zeta_true/(2+zeta_true):.4f}")
V_true = image_variogram(truth)
print(f"lag 5 nm: ideal B {clean[1]:.3f}, averaged "
      f"{wall_variogram(a, *truth[:2], w):.3f}, image V {V_true[1]:.3f} nm^2")
print("straight-line zeta from correlations, lags 5-320 nm:")
for name, value in cause.items():
    print(f"  {name}: {value:.4f}")
print("clean-image zeta from structure factor, modes 4-24:")
for name, value in leak.items():
    print(f"  {name}: {value:.4f}")
model = expected(single["joint"][0])
print("first set: lag nm, ideal B, measured, fitted mean (nm^2)")
for i in (0, 5, 9, 11, 12):
    print(f"  {a*lags[i]:.0f}  {clean[lags[i]]:.2f}  {first[i]:.2f}  {model[i]:.2f}")
print("first set: modes, measured S, fitted mean (nm^3)")
for i in (0, 3, 6, 9, 12):
    print(f"  {bands[i][0]}-{bands[i][-1]}  {first[nB+i]:.4g}  {model[nB+i]:.4g}")
print(f"first set straight-line zeta: B {corr_slope(first):.3f}, "
      f"S {spec_slope(first):.3f}")
print("first set corrected: zeta +- error, B(100 nm) nm^2, noise nm")
for name in choices:
    t = single[name][0]
    print(f"  {name}: {t[1]:.3f} +- {errors[name][1]:.3f}, {t[0]:.1f}, {t[2]:.2f}")
print(f"joint errors: B(100 nm) {errors['joint'][0]:.1f} nm^2, "
      f"noise {errors['joint'][2]:.2f} nm")
print(f"joint misfit {single['joint'][1]:.1f} for {nT-3} degrees of freedom")
print("all sets: mean zeta, scatter")
print(f"  straight line B: {naive_B.mean():.4f}, {naive_B.std(ddof=1):.4f}")
print(f"  straight line S: {naive_S.mean():.4f}, {naive_S.std(ddof=1):.4f}")
for name in choices:
    print(f"  corrected {name}: {repeats[name].mean():.4f}, "
          f"{repeats[name].std(ddof=1):.4f}")
print(f"mean joint misfit {misfits.mean():.1f}")
print(f"largest mean deviation {np.max(np.abs(z_scores)):.2f} standard errors")
print("neglected effects, shift of joint zeta:")
for name, value in shifts.items():
    print(f"  {name}: {value:+.4f}")
print(f"thermal B(100 nm) {thermal:.3f} nm^2 at {temperature:.0f} K, "
      f"{wall_energy} J/m^2, {thickness*1e9:.0f} nm film")
print(f"rms wall slope over {w:.0f} nm: {local_slope:.3f}")
print("checks complete")
```

It prints:

```
pixels 256, spacing 5 nm, window 1280 nm
averaging 10 nm, rounding 5 nm, noise 1.0 nm
true zeta 0.6667, B(100 nm) 100 nm^2
walls per set 20, sets 100, tilt 0.05
width^2 fraction removed by line: N=256 0.7500, continuum 0.7500
lag 5 nm: ideal B 1.842, averaged 1.053, image V 6.992 nm^2
straight-line zeta from correlations, lags 5-320 nm:
  detrending: 0.6052
  averaging: 0.7169
  noise + rounding: 0.5185
  all: 0.4704
clean-image zeta from structure factor, modes 4-24:
  mean only: 0.5297
  line: 0.6137
  line + Hann: 0.6815
first set: lag nm, ideal B, measured, fitted mean (nm^2)
  5  1.84  6.66  6.63
  40  29.47  31.16  30.50
  160  187.14  156.10  140.05
  320  471.56  315.90  258.57
  480  809.70  385.42  303.66
first set: modes, measured S, fitted mean (nm^3)
  1-1  3.431e+04  2.694e+04
  4-5  1745  1776
  12-15  128.3  133.9
  32-47  22.28  22.95
  96-127  13.68  13.81
first set straight-line zeta: B 0.496, S 0.570
first set corrected: zeta +- error, B(100 nm) nm^2, noise nm
  correlation: 0.676 +- 0.028, 99.2, 0.95
  structure factor: 0.659 +- 0.036, 82.5, 0.91
  joint: 0.676 +- 0.027, 98.0, 0.95
joint errors: B(100 nm) 18.2 nm^2, noise 0.03 nm
joint misfit 29.2 for 23 degrees of freedom
all sets: mean zeta, scatter
  straight line B: 0.4676, 0.0208
  straight line S: 0.6180, 0.0673
  corrected correlation: 0.6692, 0.0237
  corrected structure factor: 0.6641, 0.0327
  corrected joint: 0.6691, 0.0231
mean joint misfit 24.5
largest mean deviation 2.91 standard errors
neglected effects, shift of joint zeta:
  tilt 0.05 in rounding: +0.0008
  averaging length 25% larger: +0.0210
  bow of 2 nm: +0.0002
  saturation length 3000 nm: +0.0043
thermal B(100 nm) 0.083 nm^2 at 300 K, 0.1 J/m^2, 50 nm film
rms wall slope over 10 nm: 0.215
checks complete
```
